# Hellmann–Feynman Theorem for the Group Velocity of a Waveguide Mode, part 2

A dielectric waveguide is uniform along $z$, with real, positive, frequency-independent permittivity $\varepsilon(x,y)$ and permeability $\mu_0$. The aim is to find the group velocity $v_g=d\omega/dk$ of a guided mode from its fields at a single real $k$. SI units are used. The complex amplitudes $\psi=(\mathbf E,\mathbf H)$ multiply $e^{i(kz-\omega t)}$, physical fields are real parts, and guided fields decay exponentially far from the guiding region. With $\nabla_k=\nabla_t+ik\hat{\mathbf z}$ and $\nabla_t=\hat{\mathbf x}\,\partial_x+\hat{\mathbf y}\,\partial_y$, Maxwell's curl equations are

$$
\omega\varepsilon\mathbf E=i\nabla_k\times\mathbf H,\qquad
\omega\mu_0\mathbf H=-i\nabla_k\times\mathbf E. \tag{1}
$$

They read $A(k)\psi=\omega B\psi$, where $B\psi=(\varepsilon\mathbf E,\mu_0\mathbf H)$, $A(k)=A(0)+kA'$ and $A'\psi=(-\hat{\mathbf z}\times\mathbf H,\hat{\mathbf z}\times\mathbf E)$. For guided vector amplitudes $\mathbf F$ and $\mathbf G$, integrated over the cross-section,

$$
\int\mathbf F^*\cdot(\nabla_k\times\mathbf G)\,dA
=\int(\nabla_k\times\mathbf F)^*\cdot\mathbf G\,dA. \tag{4}
$$

Hence $A(k)$ is Hermitian under $\langle\phi|\psi\rangle=\int(\mathbf e^*\cdot\mathbf E+\mathbf h^*\cdot\mathbf H)\,dA$, with $\phi=(\mathbf e,\mathbf h)$. Projecting the equation for mode 2 onto mode 1 and moving $A(k_1)$ to the left gives, for two modes of the same structure,

$$
(k_2-k_1)\langle\psi_1|A'\psi_2\rangle=(\omega_2-\omega_1)\langle\psi_1|B\psi_2\rangle. \tag{6}
$$

In terms of fields this is

$$
\begin{aligned}
&(k_2-k_1)\int\hat{\mathbf z}\cdot\left(\mathbf E_1^*\times\mathbf H_2+\mathbf E_2\times\mathbf H_1^*\right)dA\\
&\qquad=(\omega_2-\omega_1)\int\left(\varepsilon\,\mathbf E_1^*\cdot\mathbf E_2+\mu_0\,\mathbf H_1^*\cdot\mathbf H_2\right)dA .
\end{aligned} \tag{7}
$$

The time-averaged guided power and energy per length are

$$
P=\frac12\,\mathrm{Re}\int\hat{\mathbf z}\cdot(\mathbf E\times\mathbf H^*)\,dA, \tag{9}
$$

$$
U=\frac14\int\left(\varepsilon|\mathbf E|^2+\mu_0|\mathbf H|^2\right)dA. \tag{10}
$$

They satisfy $\langle\psi|A'\psi\rangle=4P$ and $\langle\psi|B\psi\rangle=4U$. Letting the two modes in (6) approach each other along one continuous branch gives

$$
v_g=\frac{d\omega}{dk}=\frac PU. \tag{11}
$$

Below, $c$ is the speed of light in vacuum, $k_0=\omega/c$, and $n=\sqrt{\varepsilon/\varepsilon_0}$ is the local refractive index, with $\varepsilon_0$ the vacuum permittivity.

### (f) Energy balance and transport

*How is $U$ shared between the electric and magnetic fields? Why does a narrow-band pulse require the ratio $P/U$ to be its velocity?*

*Solution.* Project the two equations in (1) separately, the first onto $\mathbf E$ and the second onto $\mathbf H$. With $C=\int\mathbf E^*\cdot(\nabla_k\times\mathbf H)\,dA$, the first gives

$$
\omega\int\varepsilon|\mathbf E|^2dA=iC .
$$

By (4), $\int\mathbf H^*\cdot(\nabla_k\times\mathbf E)\,dA=\int(\nabla_k\times\mathbf H)^*\cdot\mathbf E\,dA=C^*$, so the second gives

$$
\omega\int\mu_0|\mathbf H|^2dA=-iC^*=(iC)^* .
$$

The first line shows that $iC$ is real, so the two right sides are equal. Since $\omega\neq0$, the electric and magnetic energies per length are equal after integration over the cross-section. They need not be equal at each point.

For a pulse, superpose modes of one branch in a narrow range around $k$. To leading order in the width of this range, the mode profile is constant and $\omega$ is linear in the propagation constant. The field is then the mode at $k$ multiplied by an envelope $a(z-v_gt)$. Averaged over an optical period, the local energy per length is $|a|^2U$ and the local power is $|a|^2P$. Without absorption, energy conservation requires

$$
\partial_t(|a|^2U)+\partial_z(|a|^2P)=(P-v_gU)\,\frac{d|a|^2}{d\zeta}=0,\qquad \zeta=z-v_gt .
$$

An envelope that varies must therefore have $P=v_gU$. This agrees with the eigenvalue argument and shows that the group velocity is the velocity of energy transport.

### (g) An upper limit on the speed

*Use the local fields to bound $|v_g|$.*

*Solution.* Let $S_z=\frac12\mathrm{Re}\,\hat{\mathbf z}\cdot(\mathbf E\times\mathbf H^*)$ be the power density and $u=\frac14(\varepsilon|\mathbf E|^2+\mu_0|\mathbf H|^2)$ the energy density. A vector product is no longer than the product of the lengths of its factors, so

$$
|S_z|\le\frac12|\mathbf E||\mathbf H|
=\frac{1}{2\sqrt{\varepsilon\mu_0}}\left(\sqrt{\varepsilon}\,|\mathbf E|\right)\left(\sqrt{\mu_0}\,|\mathbf H|\right).
$$

For real $p$ and $q$, $pq\le\frac12(p^2+q^2)$. Since $1/\sqrt{\varepsilon\mu_0}=c/n$, this gives

$$
|S_z|\le\frac cn\,u. \tag{12}
$$

Integrating, and replacing $n$ by its smallest value $n_{\min}$ in the cross-section, gives $|P|\le(c/n_{\min})U$, and therefore $|v_g|\le c/n_{\min}$.

A plane wave along $z$ in a uniform medium reaches equality in (12). Its fields are transverse, perpendicular and in phase, and its two energy densities are equal. In general, equality with positive $S_z$ requires transverse fields with $\sqrt{\mu_0}\,\mathbf H=\sqrt{\varepsilon}\,\hat{\mathbf z}\times\mathbf E$. Longitudinal fields, locally unequal energies, a phase difference between the electric and magnetic fields, or a transverse $\mathbf H$ that is not proportional to $\hat{\mathbf z}\times\mathbf E$ each reduce $S_z/u$. The inequality gives no lower limit on the speed, so a guided mode may be slower than a plane wave in the material of highest index.

### (h) A mode with all six field components

*A circular rod of radius $a$ and index $n_1$ is surrounded by a cladding of index $n_2<n_1$. Find the equation for $\omega(k)$ for modes with angular factor $e^{i\varphi}$.*

*Solution.* Set $\mathbf G=Z_0\mathbf H$ with $Z_0=\mu_0c$, so that $\mathbf G$ has the unit of an electric field. In a region of constant $n$, (1) becomes

$$
k_0n^2\mathbf E=i\nabla_k\times\mathbf G,\qquad
k_0\mathbf G=-i\nabla_k\times\mathbf E .
$$

The transverse part of $\nabla_k\times\mathbf F$ is $\nabla_tF_z\times\hat{\mathbf z}+ik\hat{\mathbf z}\times\mathbf F_t$. Hence

$$
\begin{aligned}
k_0n^2\mathbf E_t&=i\nabla_tG_z\times\hat{\mathbf z}-k\hat{\mathbf z}\times\mathbf G_t,\\
k_0\mathbf G_t&=-i\nabla_tE_z\times\hat{\mathbf z}+k\hat{\mathbf z}\times\mathbf E_t .
\end{aligned}
$$

Multiply the first line by $k_0$ and insert the second. For a transverse vector $\mathbf v$, $\hat{\mathbf z}\times(\mathbf v\times\hat{\mathbf z})=\mathbf v$ and $\hat{\mathbf z}\times(\hat{\mathbf z}\times\mathbf v)=-\mathbf v$, so

$$
k_0^2n^2\mathbf E_t=ik_0\nabla_tG_z\times\hat{\mathbf z}+ik\nabla_tE_z+k^2\mathbf E_t .
$$

Multiplying the second line by $k_0n^2$ and inserting the first gives the magnetic counterpart in the same way. With $\kappa^2=n^2k_0^2-k^2$,

$$
\begin{aligned}
\mathbf E_t&=\frac{i}{\kappa^2}\left(k\nabla_tE_z+k_0\nabla_tG_z\times\hat{\mathbf z}\right),\\
\mathbf G_t&=\frac{i}{\kappa^2}\left(k\nabla_tG_z-k_0n^2\nabla_tE_z\times\hat{\mathbf z}\right).
\end{aligned} \tag{13}
$$

The two longitudinal components thus determine the other four. Combining the curl equations gives $\nabla_k\times(\nabla_k\times\mathbf E)=n^2k_0^2\mathbf E$, and likewise for $\mathbf G$. Because the divergences vanish, each double curl equals $-(\nabla_t^2-k^2)$ acting on the field. So $E_z$ and $G_z$ both obey $(\nabla_t^2+\kappa^2)F=0$.

Write $E_z=f(r)e^{i\varphi}$ and $G_z=ib\,f(r)e^{i\varphi}$, with $f(a)=1$ and a constant $b$. The solution that is finite on the axis and the one that decays outside are

$$
f=\frac{J_1(ur)}{J_1(ua)}\ (r<a),\qquad
f=\frac{K_1(wr)}{K_1(wa)}\ (r>a),
$$

where $u^2=n_1^2k_0^2-k^2$ and $w^2=k^2-n_2^2k_0^2$. In this part $u$ is a wavenumber, not the energy density. Both longitudinal components are already continuous at $r=a$.

The azimuthal components must be continuous as well. Use $\nabla_t(fe^{i\varphi})=(\hat{\mathbf r}f'+\hat{\boldsymbol\varphi}\,if/r)e^{i\varphi}$ and $\hat{\mathbf r}\times\hat{\mathbf z}=-\hat{\boldsymbol\varphi}$ in (13). Without the factor $e^{i\varphi}$,

$$
E_\varphi=-\frac1{\kappa^2}\left(\frac{kf}{r}-k_0bf'\right),\qquad
G_\varphi=\frac{i}{\kappa^2}\left(k_0n^2f'-\frac{kbf}{r}\right).
$$

Here $\kappa^2$ is $u^2$ inside and $-w^2$ outside. Define

$$
Q=\frac1a\left(\frac1{u^2}+\frac1{w^2}\right),\quad
X=j+h,\quad
Y=n_1^2j+n_2^2h,
$$

$$
j=\frac{J_1'(ua)}{uJ_1(ua)},\qquad
h=\frac{K_1'(wa)}{wK_1(wa)} .
$$

Continuity of $E_\varphi$ gives $kQ=k_0bX$, and continuity of $G_\varphi$ gives $k_0Y=kbQ$. Eliminating $b$ yields

$$
k_0^2XY=k^2Q^2. \tag{14}
$$

This equation determines $\omega(k)$ without any reference to power or energy, so its slope is an independent check of (11).

### (i) Numbers for a high-contrast rod

*Take $n_1=3.5$, $n_2=1.5$, $a=0.18\ \mu\mathrm m$ and vacuum wavelength $1.55\ \mu\mathrm m$. Find the group velocity from $P/U$ and compare it with the slope of (14).*

*Solution.* At $\omega=1.21526\times10^{15}$ rad/s, the search found one solution of (14), at $k=9.13913$ rad/µm. The phase index $ck/\omega$ is 2.2545. The fields were tested against the curl equations by finite differences at one point in the core and one in the cladding. The largest error was $4.0\times10^{-7}$ relative to the right side.

Scale the fields to carry $P=1$ mW. Quadrature of the field energies then gives

$$
U=7.5336+7.5336=15.0672\ \mathrm{pJ/m},
$$

where the first term is electric and the second magnetic. Their equality is the result of part (f). The energy velocity is

$$
\frac PU=\frac{1.00000\times10^{-3}\ \mathrm W}{15.0672\times10^{-12}\ \mathrm{J/m}}
=6.6369\times10^7\ \mathrm{m/s},
$$

or $66.37\ \mu\mathrm m$ per picosecond. A central difference of the roots of (14) gives the same slope, with a relative difference of $1.9\times10^{-9}$.

The identity (7) was tested with a second mode at $k_2=1.20\,k$. The roots and the overlap integrals both give $(\omega_2-\omega)/(k_2-k)=0.222958\,c$. For $k_2=1.01\,k$ both give $0.221406\,c$, close to the limiting slope $0.221385\,c$.

The group index $c/v_g$ is 4.517, which is larger than the core index. The mode therefore carries energy more slowly than a plane wave in the core material, as part (g) allows. The core holds 0.8185 of the energy and carries 0.7934 of the power, so the ratios of power to energy in the two regions are

$$
\frac{0.7934}{0.8185}(0.2214\,c)=0.215\,c\ \text{(core)},\qquad
\frac{0.2066}{0.1815}(0.2214\,c)=0.252\,c\ \text{(cladding)}.
$$

The local limits from (12) are $c/3.5=0.286\,c$ and $c/1.5=0.667\,c$. Both regions fall below their limits, the cladding by the larger factor. A phase difference plays no part for this mode. With real $b$, (13) makes $E_r$ and $G_\varphi$ imaginary and $E_\varphi$ and $G_r$ real, apart from the common factor $e^{i\varphi}$, so $\hat{\mathbf z}\cdot(\mathbf E\times\mathbf H^*)$ is real. The shortfall comes from the longitudinal fields, from unequal local energies and from $\mathbf G_t$ not being proportional to $\hat{\mathbf z}\times\mathbf E_t$. These numbers do not separate the three.

The mode with $e^{-i\varphi}$ is the mirror image of this one and has the same frequency, power and energy. In a superposition of the two, the cross terms in $P$ and $U$ contain $e^{\pm2i\varphi}$ and integrate to zero. Every such superposition therefore has the same $P/U$.

### (j) When the permittivity depends on frequency

*Let $\varepsilon(x,y,\omega)$ be real and differentiable in $\omega$. What replaces (11), and how large is the change if the core of the rod has $(\omega/\varepsilon)\,d\varepsilon/d\omega=0.1$ at the working frequency?*

*Solution.* Now $B$ depends on $\omega$. The steps that led to (6) give

$$
(k_2-k_1)\langle\psi_1|A'\psi_2\rangle
=\langle\psi_1|\left[\omega_2B(\omega_2)-\omega_1B(\omega_1)\right]\psi_2\rangle .
$$

Divide by $k_2-k_1$ and let the modes approach each other along a continuous branch. The bracket becomes $d(\omega B)/d\omega$ times $\omega_2-\omega_1$, so

$$
\frac{d\omega}{dk}=\frac{P}{U_{\rm d}},\qquad
U_{\rm d}=\frac14\int\left[\frac{\partial(\omega\varepsilon)}{\partial\omega}|\mathbf E|^2+\mu_0|\mathbf H|^2\right]dA, \tag{15}
$$

provided $U_{\rm d}\neq0$.

The new electric term is the stored energy of a transparent dispersive medium. To see this, let the field be $\boldsymbol{\mathcal E}(t)e^{-i\omega t}$ with a slowly varying amplitude. To first order in its rate of change, the displacement is $(\varepsilon\boldsymbol{\mathcal E}+i\varepsilon'\dot{\boldsymbol{\mathcal E}})e^{-i\omega t}$, where $\varepsilon'=\partial\varepsilon/\partial\omega$. Its time derivative, to the same order, is

$$
\left[-i\omega\varepsilon\boldsymbol{\mathcal E}+(\varepsilon+\omega\varepsilon')\dot{\boldsymbol{\mathcal E}}\right]e^{-i\omega t}.
$$

The averaged rate of work per volume is half the real part of $\boldsymbol{\mathcal E}^*$ times this bracket. The first term is imaginary and drops out. The second gives the time derivative of $\frac14(\varepsilon+\omega\varepsilon')|\boldsymbol{\mathcal E}|^2$, which is the electric density in (15).

For the rod, let the core permittivity vary linearly with frequency and keep its value at the working frequency. The mode there is unchanged, and so are $P$ and the nondispersive $U$. The stored energy grows by 0.1 times the electric energy in the core, and at 1 mW it becomes $U_{\rm d}=15.6939$ pJ/m. Hence

$$
\frac{P}{U_{\rm d}}=0.221385\,c\times\frac{15.0672}{15.6939}=0.21254\,c .
$$

The slope found from (14) with the varying permittivity is also $0.21254\,c$. The nondispersive ratio $P/U=0.221385\,c$ is too large by 4.2% relative to this slope. Equation (11) thus covers any dependence of $v_g$ on frequency that arises from the guiding geometry, but a frequency-dependent material requires the energy in (15).

The remaining numerical values are in the output below.

## Values computed for the example and the checks

```
core index 3.5, cladding index 1.5 (dimensionless)
core radius = 0.18 um
vacuum wavelength = 1.55 um
angular frequency omega = 1.215259e+15 rad/s
propagation constant k = 9.139125 rad/um
number of exp(i phi) modes found = 1
phase index c k/omega = 2.254532
largest relative curl-equation error = 4.0e-07
guided power P (set by scaling) = 1.000000 mW
electric energy per length = 7.533588 pJ/m
magnetic energy per length = 7.533588 pJ/m
total energy per length U = 15.067177 pJ/m
P/U from fields = 6.636944e+07 m/s
d omega/dk from roots = 6.636944e+07 m/s
relative difference = 1.9e-09
P/U in units of c = 0.221385
group index c U/P = 4.517026
core fraction of power = 0.7934
core fraction of energy = 0.8185
finite identity: k2/k1, secant/c (roots), secant/c (fields)
  1.20  0.22295757  0.22295757
  1.05  0.22156782  0.22156782
  1.01  0.22140578  0.22140578
dispersive core: (omega/eps) d eps/d omega = 0.1
  slope from roots = 0.212543 c
  P/U, nondispersive energy = 0.221385 c
  P/U, corrected energy = 0.212543 c
  corrected energy per length at 1 mW = 15.693941 pJ/m
```
